# Symmetric finite-volume scheme for subbands of delta-doped layers

For the effective-mass equation on a nonuniform mesh, balance the flux over cells, then scale the unknowns by the square roots of the cell widths. With nodes $z_i$, steps $h_i=z_{i+1}-z_i$, cell widths $w_i=(h_{i-1}+h_i)/2$ and

$$t_i=\frac{\hbar^2}{2m_ih_i},$$

the matrix to diagonalize is symmetric and tridiagonal:

$$H_{ii}=\frac{t_{i-1}+t_i}{w_i}+V_i,\qquad H_{i,i+1}=-\frac{t_i}{\sqrt{w_iw_{i+1}}}. \tag{1}$$

Its eigenvectors $\phi$ give the envelope as $\psi_i=\phi_i/\sqrt{w_i}$. If $V$ is continuous, and smooth between nodes so that any kink lies on a node, the errors of isolated levels are of second order in the step, even on an irregular mesh.

## What goes wrong with the direct scheme

A sheet of donors gives the electron potential energy a cusp. Small steps are needed there, and large ones suffice in the tails. Take constant mass first and fit a parabola through three nodes, with steps $h_-$ to the left and $h_+$ to the right. Its second derivative is

$$\frac{2}{h_-+h_+}\left[\frac{\psi_+-\psi_0}{h_+}-\frac{\psi_0-\psi_-}{h_-}\right]. \tag{2}$$

Taylor expansion turns the bracket into

$$\frac{h_++h_-}{2}\psi''+\frac{h_+^2-h_-^2}{6}\psi'''+\dots,$$

so (2) equals $\psi''+(h_+-h_-)\psi'''/3+\dots$

Two things look wrong. The local error is of first order unless neighbouring steps are nearly equal. The matrix is also not symmetric: the element from node $i$ to $i+1$ is $-t_i/w_i$, while the reverse element is $-t_i/w_{i+1}$. A symmetric tridiagonal solver cannot take it as it stands.

Averaging the matrix with its transpose restores symmetry but changes the problem. On a random mesh of 41 intervals across 20 nm, with mass $0.19\,m_0$ and the Thomas-Fermi potential (8) below, the direct scheme has its ground level at $-0.10847$ eV. The averaged matrix gives $-0.12529$ eV, lower by 17 meV.

## Cells supply the missing symmetry

Write the equation with the mass inside the derivative, as current conservation requires:

$$-\frac{\hbar^2}{2}\frac{d}{dz}\left(\frac1m\frac{d\psi}{dz}\right)+V\psi=E\psi .$$

Let $\psi$ vanish at two distant walls and let $m$ be constant within each interval. Node $i$ owns the cell between the midpoints of its two intervals. Integrating over that cell leaves the flux at its two faces, where the slopes are approximated by $(\psi_{i+1}-\psi_i)/h_i$ and $(\psi_i-\psi_{i-1})/h_{i-1}$:

$$-t_i(\psi_{i+1}-\psi_i)+t_{i-1}(\psi_i-\psi_{i-1})+w_iV_i\psi_i=Ew_i\psi_i. \tag{3}$$

This is $A\psi=EW\psi$ with $W=\mathrm{diag}(w_i)$. The matrix $A$ is symmetric because one flux, with one coefficient $t_i$, leaves cell $i$ and enters cell $i+1$. Dividing row $i$ by $w_i$ returns (2) for constant mass, so the asymmetry came from that division.

Put $\psi=W^{-1/2}\phi$ and multiply from the left by $W^{-1/2}$:

$$W^{-1/2}AW^{-1/2}\phi=E\phi,$$

which is (1). Moreover,

$$H=W^{1/2}(W^{-1}A)W^{-1/2},$$

a similarity transformation, so the direct scheme and $H$ have the same eigenvalues. On the random mesh, independent diagonalization of the two agreed to $3\times10^{-14}$ eV. The ordinary normalization $\sum_i\phi_i^2=1$ means $\sum_iw_i\psi_i^2=1$, the discrete form of $\int\psi^2dz=1$. Plotting $\phi$ instead of $\psi$ would distort the envelope wherever the mesh changes.

A mass step belongs on a node, so that each interval has one mass. For a 10 nm box with $m=0.2\,m_0$ in the first 4 nm and $0.9\,m_0$ in the rest, continuity of $\psi$ and $\psi'/m$ requires

$$\frac{k_1}{m_1}\cot(k_1a_1)+\frac{k_2}{m_2}\cot(k_2a_2)=0,$$

where $a_1,a_2$ are the two lengths and $k_j=\sqrt{2m_jE}/\hbar$. With 400 and 600 random intervals in the two parts, the ground level differed from this condition by a relative $-1.1\times10^{-6}$.

## Why the first-order local error does no first-order harm

Multiply the local error of (2) by the cell width:

$$\frac{h_{i-1}+h_i}{2}\,\frac{h_i-h_{i-1}}{3}\psi'''=\frac{h_i^2-h_{i-1}^2}{6}\psi'''.$$

To leading order this is the difference of two face fluxes, each of size $h^2$. What leaves one cell enters the next, so the slopes of the discrete solution are wrong only by order $h^2$.

To find the level error, let $u$ hold the exact $\psi$ at the nodes and let $v$ be the discrete eigenvector, $Av=E_hWv$. Symmetry gives

$$(E_h-E)\,v^TWu=v^T(A-EW)u.$$

Since $v-u$ and its slopes are of order $h^2$, replacing $v$ by $u$ on the right costs only order $h^4$. With $u^TWu=1+O(h^2)$, the leading error is therefore

$$E_h-E\simeq\sum_i t_i(u_{i+1}-u_i)^2+\sum_iw_i(V_i-E)u_i^2 .$$

The corresponding exact integral, $\int[(\hbar^2/2m)\psi'^2+(V-E)\psi^2]dz$, is zero. Compare the two interval by interval:

- The kinetic sum contains $h$ times the squared mean slope, the integral $h$ times the mean squared slope. The difference is minus $h$ times the variance of $\psi'$. For a nearly linear $\psi'$ that variance is $h^2\psi''^2/12$.
- The potential sum is the trapezoidal rule for $f=(V-E)\psi^2$, which exceeds the integral by $h^3f''/12$.

Hence

$$E_h-E\simeq\sum_i\frac{h_i^3}{12}\left\{[(V-E)\psi^2]''-\frac{\hbar^2}{2m}\psi''^2\right\}. \tag{4}$$

A severe case is a mesh whose steps alternate in the ratio 1:2, because neighbouring steps never become relatively equal. For a free electron in a 10 nm box, going from 20 to 40 pairs of steps reduced the ground-level error by a factor 4.001.

## Where the small cells should go

Choose $z=a\sinh s$ with uniform steps $\delta$ in $s$. Since $dz/ds=a\cosh s=\sqrt{a^2+z^2}$, the local step is $h\simeq\delta\sqrt{a^2+z^2}$: about $a\delta$ at the plane and proportional to $|z|$ far away. For constant mass, (4) becomes an integral with weight $\delta^2(a^2+z^2)/12$.

Let $J$ be the jump of $V'$ at the dopant plane. As $\psi$ and $\psi'$ are continuous, $f'$ jumps there by $J\psi(0)^2$. Integrating by parts twice, with negligible terms at the walls,

$$\int(a^2+z^2)f''dz=-a^2J\psi(0)^2+2\int f\,dz .$$

The last integral is $\langle V\rangle-E=-\langle T\rangle$, minus the mean kinetic energy. So

$$E_h-E\simeq-\frac{\delta^2}{12}\left[a^2J\psi(0)^2+2\langle T\rangle+\int(a^2+z^2)\frac{\hbar^2}{2m}\psi''^2dz\right]. \tag{5}$$

For an attractive cusp, $J>0$, every term lowers the level, and to leading order the mesh level lies below the true one. The first term depends on the step at the plane alone. The limit $a\to\infty$ with $a\delta=h$ fixed gives the uniform mesh:

$$E_h-E\simeq-\frac{h^2}{12}\left[J\psi(0)^2+\int\frac{\hbar^2}{2m}\psi''^2dz\right].$$

The potential $V=F|z|$ has levels given by Airy functions. With $F=0.7733$ eV/nm, half the slope jump of the example below, and $m=0.916\,m_0$, the ground level is 0.29739 eV. A mesh with $a=2$ nm, walls at 12 nm and 150 intervals a side missed it by $-0.2692$ meV. Formula (4) predicts $-0.2691$ meV and (5) predicts $-0.2687$ meV. The cusp term supplies 69% of the bracket in (5).

If the kink falls a fraction $\theta$ of the way through an interval, the trapezoidal rule gains an extra $J\psi(0)^2h^2\theta(1-\theta)/2$. At mid-interval the cusp coefficient changes from $-1/12$ to $-1/12+1/8=+1/24$. The order survives, but the coefficient varies if refinement moves the kink within its interval. A node on the plane avoids this.

## A second case: an attractive sheet

A term $-\lambda\delta(z)$ in $V$ makes $\psi'$ jump, so (5), which assumed a continuous slope, does not apply. With the sheet on a node, (4) still holds, because $\psi$ is smooth inside every interval. In the cell integration the sheet contributes $-\lambda$ to one diagonal element of $A$, hence $-\lambda/w_0$ to $H$.

On an infinite uniform mesh let $\psi_j=e^{-q|j|}$ and $\tau=\hbar^2/2m$. The equations away from and at the sheet are

$$E_h=\frac{\tau}{h^2}(2-2\cosh q),\qquad E_h=\frac{\tau}{h^2}(2-2e^{-q})-\frac{\lambda}{h}.$$

Subtracting them gives $\lambda=2\tau\sinh q/h$. With $\kappa=\lambda/2\tau$ this is $\sinh q=\kappa h$, and

$$E_h=-\frac{2\tau}{h^2}\left(\sqrt{1+\kappa^2h^2}-1\right)\simeq-\tau\kappa^2\left(1-\frac{\kappa^2h^2}{4}\right). \tag{6}$$

The error is again of second order, but now the mesh level lies above the exact $-\tau\kappa^2$. A graded mesh shows the same sign: for $\lambda=0.3$ eV nm, $m=0.19\,m_0$, $a=2$ nm, walls at 30 nm and 100 intervals a side, it gives $-0.11212$ eV against the exact $-0.11221$ eV.

## A phosphorus layer in silicon

Take a donor sheet density $N=10^{14}$ cm$^{-2}=1$ nm$^{-2}$, relative permittivity 11.7, and masses $0.916\,m_0$ and $0.19\,m_0$ along and across each valley axis. Two valleys have the heavy mass along $z$; four have the light one. Let $C=e^2/\varepsilon=1.5466$ eV nm, with $\varepsilon$ the full permittivity. Poisson's equation for the electron potential energy is

$$V''=C[N\delta(z)-n(z)],\qquad J=CN. \tag{7}$$

For a trial potential, use the Thomas-Fermi density with the Fermi level at zero:

$$n=\beta(-V)^{3/2},\qquad \beta=\frac{6}{3\pi^2}\left(\frac{2m_d}{\hbar^2}\right)^{3/2},$$

where $m_d$ is the geometric mean of the three valley masses. Off the plane, $U=-V$ obeys $U''=C\beta U^{3/2}$. Inserting $U=B/(|z|+z_0)^4$ gives $20B=C\beta B^{3/2}$, so $B=(20/C\beta)^2=6.811$ eV nm$^4$. The slope condition $4B/z_0^5=CN/2$ then fixes $z_0$:

$$V=-\frac{B}{(|z|+z_0)^4},\qquad z_0=\left(\frac{8B}{CN}\right)^{1/5}=2.039\ \text{nm}. \tag{8}$$

Thus $V(0)=-6.811/2.039^4=-0.394$ eV.

Put the walls at 30 nm, set $a=2$ nm and use 40 intervals a side. The graded step runs from 0.17 nm at the plane to 2.45 nm at the wall; a uniform mesh with as many nodes has 0.75 nm everywhere. Errors are relative to levels found by inward integration of the differential equation:

| Ground level | Reference (eV) | Graded (meV) | Uniform (meV) |
|---|---:|---:|---:|
| two valleys | $-0.1817$ | $-4.4$ | $-100.6$ |
| four valleys | $-0.1061$ | $-1.9$ | $-42.2$ |

Doubling the graded mesh twice takes the first error to $-1.07$ and $-0.27$ meV, close to the factor 4 of second order. In a search by steps of 20, the uniform mesh needed 180 intervals a side to match the 40 graded ones. Its step is then 0.17 nm, the graded step at the plane. The value of $a$ was not optimized, and it matters: with $a=0.5$ nm and the same 40 intervals the two errors fall to $-0.7$ and $-0.4$ meV.

## Making the potential consistent

Filled to zero energy, the subbands of (8) hold $1.08\times10^{14}$ cm$^{-2}$, 8% more than the donors supply. In the Hartree calculation neutrality sets the Fermi level, and the potential follows from the density of the filled subbands. With $V=0$ at the walls, integrating (7) over the same cells gives

$$SV_{\rm new}=-C(N e_0-Wn),$$

where $S$ is the matrix of $-d^2/dz^2$ integrated over cells and $e_0$ selects the plane's cell. The whole donor sheet enters that cell undivided.

At zero temperature a subband family with $g$ valleys and in-plane mass $m_\parallel$ has density of states $D=gm_\parallel/\pi\hbar^2$, spin included. Here $m_\parallel$ is the geometric mean of the two masses in the plane: $0.19\,m_0$ for the two valleys and $\sqrt{0.916\times0.19}\,m_0=0.417\,m_0$ for the four. A level $E_k$ below the Fermi level $E_F$ holds $D(E_F-E_k)$ electrons per area, and $E_F$ is set by neutrality.

Replacing $V$ by $V_{\rm new}$ outright ignores the electrons' response. Estimate that response to a correction $\eta$ as $w_i\delta n_i=-d_i(\eta_i-\bar\eta)$. Here $d_i$ is $w_i$ times the local density of states at the Fermi level, with the subband edges smoothed over 3 meV, and $\bar\eta=\sum d_i\eta_i/\sum d_i$ conserves charge. Requiring $S(V+\eta)=SV_{\rm new}+CW\delta n$ gives

$$S\eta+C\,d\,(\eta-\bar\eta)=S(V_{\rm new}-V), \tag{9}$$

with the product taken node by node. Adding $0.45\,\eta$ per iteration, on 80 intervals a side, brought $V_{\rm new}-V$ below $10^{-6}$ eV in 31 iterations.

On this mesh the result is $V(0)=-0.473$ eV. For a neutral symmetric layer, (7) implies $V(0)=-(C/2)\int|z|n\,dz$. The mean electron distance of 0.6115 nm gives $-1.5466\times0.6115/2=-0.473$ eV, as it should.

One level in each family is filled, at $-237.5$ meV (two valleys) and $-139.5$ meV (four valleys), with $E_F=-40.8$ meV. The last digits belong to this mesh: extrapolated to zero step the three values are $-237.3$, $-139.7$ and $-41.0$ meV, and $V(0)=-0.474$ eV. The filling is marginal, since the second two-valley level lies only about 2 meV above $E_F$. The populations are $3.12\times10^{13}$ and $6.88\times10^{13}$ cm$^{-2}$. The four valleys hold more electrons despite their higher level, because their density of states is larger.

With the two levels called $E_1,E_2$ and their densities of states $D_1,D_2$, neutrality gives

$$E_F-E_1=\frac{N+D_2(E_2-E_1)}{D_1+D_2}=196.6\ \text{meV}. \tag{10}$$

A common shift of both levels cancels here. This depth is still about 0.3 meV above its zero-step limit. It changed by $-0.9$ meV between 40 and 80 intervals a side, and by $-0.003$ meV when the walls moved from 30 to 45 nm.

## Beside a real layer

Phosphorus layers in silicon reach sheet densities of roughly $10^{14}$ cm$^{-2}$ and can be measured at liquid-helium temperature, so the density and the zero-temperature filling are in a realistic regime. The masses and permittivity are rough bulk values. The Hartree levels are not predictions of measured ones, because several omissions far exceed the mesh error:

- **Exchange.** In a uniform gas with density $n_v$ per valley, each valley taken as spherical, the exchange energy at the Fermi surface is $-(C/4\pi)(3n_v/\pi)^{1/3}$. Averaged over the ground envelopes, it shifts the two levels by about $-55$ and $-44$ meV. By (10) much of this cancels in the Fermi depth, which grows by about 9 meV. These are first-order values; when the density is allowed to relax, the shifts become about $-40$ and $-31$ meV and the depth grows by 7 meV. Correlation is not included.
- **Donor placement.** Spreading the donors evenly over 1 nm changes the Fermi depth by $-17$ meV; the second two-valley level then fills, so (10) no longer applies in its two-level form. A patch of radius 2 nm holds 12.6 donors on average if they are placed at random. A layer poorer by one standard deviation, $\sqrt{12.6}$ donors per patch, has a depth smaller by 49 meV. This treats the whole layer as depleted, so it sizes the disorder and is not a level width.
- **Valley splitting.** The cusp couples the two heavy-mass valleys, separated by a wave number $q$, with strength $J\psi(0)^2/q^2$ to leading order. For $q$ equal to 1.7 times $2\pi/(0.543\ \text{nm})$ the splitting, twice the coupling, is about 8 meV at this order. Bloch-function overlap and the donor cores are left out and can change its size, so this is not an estimate of the splitting in a real layer.
- **Band curvature.** Let $T$ be the parabolic kinetic energy along the layer, and replace it by the $E$ that solves $E(1+\alpha E)=T$, with a rough $\alpha=0.5$ eV$^{-1}$. At the Fermi edge of the lowest subband, where $T=196.6$ meV, the energy falls to leading order by $\alpha T^2=19$ meV, and by 16 meV with the exact root. This leaves out the kinetic energy of confinement, about 59 meV in that subband; its cross term $2\alpha T\langle T_z\rangle$ adds roughly 12 meV at leading order.

Thermal energy is 0.36 meV at 4.2 K but 26 meV at 300 K, about a quarter of the 98.7 meV between the four-valley level and $E_F$, so the edge of the filling is no longer sharp, and the second two-valley level, about 2 meV above $E_F$, is populated. For this layer, refining the mesh below an error of about 1 meV improves the numerical solution of the model, but not its agreement with a real device. The remaining values are in the numerical output.

## Computed results

```
hbar^2/(2 m0) = 0.038100 eV nm^2
e^2/permittivity = 1.5466 eV nm (eps_r = 11.7)
masses: long 0.916, transverse 0.19 m0
donor sheet density = 1.00e+14 cm^-2
random mesh: largest asymmetry = 0.833 eV
random mesh: scaled vs raw levels = 2.6e-14 eV
random mesh: ground level = -0.10847 eV
same, matrix averaged with transpose = -0.12529 eV
alternating mesh: error ratio on halving = 4.001
mass-step box: relative error = -1.1e-06
linear cusp: exact level = 0.297390 eV
linear cusp: mesh error = -0.26915 meV
  interval-sum formula = -0.26907 meV
  sinh-mesh formula = -0.26870 meV
  share of cusp term = 0.688
delta well: mesh -0.11212, exact -0.11221 eV
Thomas-Fermi: A = 6.8110 eV nm^4, z0 = 2.0389 nm
Thomas-Fermi: V(0) = -0.3942 eV
40 intervals a side: step 0.170 nm at plane, 2.45 nm at wall
uniform mesh with as many nodes: step 0.750 nm
2-valley TF ground level by shooting = -0.181735 eV
  graded errors n=40,80,160: -4.4266, -1.0727, -0.2661 meV
  uniform error n=40: -100.626 meV; equal accuracy n=180
4-valley TF ground level by shooting = -0.106058 eV
  graded errors n=40,80,160: -1.9050, -0.4716, -0.1176 meV
  uniform error n=40: -42.163 meV; equal accuracy n=180
TF subbands filled to zero energy hold 1.081e+14 cm^-2
Hartree: 31 iterations, V(0) = -0.4729 eV
Hartree: mean electron distance = 0.6115 nm
Hartree: Fermi level = -40.83 meV
  2-valley filled levels: -237.5 meV
  2-valley population = 3.121e+13 cm^-2
  4-valley filled levels: -139.5 meV
  4-valley population = 6.879e+13 cm^-2
Fermi level above ground level = 196.6 meV
  change n=40 to 80: -0.91 meV; wall 30 to 45 nm: -0.003 meV
exchange shift, 2- and 4-valley ground: -55.5, -44.1 meV
donors spread over 1.0 nm: Fermi depth changes -17.0 meV
patch of radius 2 nm: 12.6 donors on average
  one deviation fewer: Fermi depth changes -49.2 meV
valley splitting from the smooth cusp = 8.44 meV
nonparabolic shift at Fermi edge (alpha 0.5/eV) = 19.3 meV
thermal energy: 0.36 meV at 4.2 K, 25.9 meV at 300 K
```
